# Relativistic extended Hückel theory with j-resolved shells and quaternion matrices

Take two identical atoms on the z axis, each with one p1/2 function of magnetic quantum number \(m=1/2\). With the Condon–Shortley phases, and with \(\alpha,\beta\) for spin up and down,

\[
|p_{1/2},\tfrac12\rangle=-\sqrt{\tfrac13}\,p_0\,\alpha+\sqrt{\tfrac23}\,p_{+1}\,\beta .
\]

The two spin components do not overlap with each other, and the angular factor about the axis forbids overlap between \(p_0\) and \(p_{+1}\). What remains is

\[
\langle A|B\rangle=\tfrac13S_\sigma+\tfrac23S_\pi .
\]

Both \(p_0\) lobes point along \(+z\), so at bonding distances \(S_\sigma\) is normally negative while \(S_\pi\) is positive. The two parts oppose each other: a combination that bonds through \(\sigma\) antibonds through \(\pi\). Where the two parts are comparable, two p1/2 functions therefore bond only weakly with each other unless they mix with p3/2. Extended Hückel theory can describe this competition if its basis functions are atomic spinors, each j shell having its own energy and its own radial function. That is the scheme of Lohr and Pyykkö.

The need for two radial functions follows from the radial Dirac equation. In atomic units, with energy \(\varepsilon\) measured from the rest energy, the large and small radial components obey

\[
VP+c\left(-Q'+\frac{\kappa}{r}Q\right)=\varepsilon P,\qquad
c\left(P'+\frac{\kappa}{r}P\right)=(\varepsilon-V+2c^2)Q,
\]

where \(\kappa=-(l+1)\) for \(j=l+1/2\) and \(\kappa=l\) for \(j=l-1/2\). Set \(M=1+(\varepsilon-V)/2c^2\). The second equation gives \(Q=(P'+\kappa P/r)/(2cM)\). Inserting this in the first, and using

\[
\left(\frac{d}{dr}-\frac{\kappa}{r}\right)\left(P'+\frac{\kappa}{r}P\right)=P''-\frac{\kappa(\kappa+1)}{r^2}P
\]

and \(M'=-V'/2c^2\), one finds

\[
-\frac{1}{2M}\left[P''-\frac{l(l+1)}{r^2}P\right]-\frac{V'}{4c^2M^2}\left(P'+\frac{\kappa}{r}P\right)+VP=\varepsilon P .
\]

Here \(\kappa(\kappa+1)=l(l+1)\) for both values of \(\kappa\). Split \(P'+\kappa P/r=(P'-P/r)+(\kappa+1)P/r\). The first part has the same form for both j shells. The second gives \(-V'(\kappa+1)P/(4c^2M^2r)\), the spin–orbit term: \(\kappa+1=-2\langle\mathbf l\cdot\mathbf s\rangle\), so it vanishes for s shells. With \(V'>0\) and \(l>0\) it is repulsive for \(j=l+1/2\) and attractive for \(j=l-1/2\). It changes the function as well as the energy, and it vanishes as \(c\to\infty\).

The small component is now dropped and each valence shell is given one normalized Slater function, \(R\propto r^{n-1}e^{-\zeta r}\). Its mean radius is the ratio of \(\int r^{2n+1}e^{-2\zeta r}dr\) to \(\int r^{2n}e^{-2\zeta r}dr\), so matching the Dirac radius fixes

\[
\zeta_{lj}=\frac{2n+1}{2\langle r\rangle_{lj}} .
\]

This reproduces the size of the shell, not its tail or its inner nodes. The basis functions are \(R_{lj}\,\Omega_{ljm}\), with

\[
\Omega_{ljm}=C_+Y_{l,m-1/2}\,\alpha+C_-Y_{l,m+1/2}\,\beta .
\]

For \(j=l+1/2\), \(C_\pm=\sqrt{(l+\frac12\pm m)/(2l+1)}\). For \(j=l-1/2\), \(C_\pm=\mp\sqrt{(l+\frac12\mp m)/(2l+1)}\).

For two atoms on a common axis, the argument of the opening case holds for any \(l,l'\):

\[
S_m=C_+C'_+\,S_{ll',m-1/2}+C_-C'_-\,S_{ll',m+1/2},
\]

where the orbital overlaps on the right are computed with the exponents of the two j shells concerned. For p3/2 with itself this gives \((2S_\sigma+S_\pi)/3\) at \(m=1/2\) and \(S_\pi\) at \(m=3/2\). Between p1/2 and p3/2 the coefficients are \(-\sqrt{1/3}\sqrt{2/3}\) for \(\sigma\) and \(+\sqrt{2/3}\sqrt{1/3}\) for \(\pi\), hence \(\sqrt2\,(S_\pi-S_\sigma)/3\). In this cross term \(\sigma\) and \(\pi\) reinforce each other.

The Hamiltonian is a model. On one atom \(H_{ij}=\varepsilon_i\delta_{ij}\); between atoms the Wolfsberg–Helmholz rule sets \(H_{ij}=\frac K2(\varepsilon_i+\varepsilon_j)S_{ij}\) with an empirical constant \(K\). Let \(E\) be the diagonal matrix of shell energies. Since \((ES+SE)_{ij}=(\varepsilon_i+\varepsilon_j)S_{ij}\), the matrix \(\frac K2(ES+SE)\) has the right elements between atoms. On one atom \(S\) is the unit matrix, because there is one radial function for each \(l,j\) and the \(\Omega_{ljm}\) are orthonormal. There the expression gives \(KE\) instead of \(E\), and adding \((1-K)E\) corrects it:

\[
H=\frac K2(ES+SE)+(1-K)E,\qquad Hv=\varepsilon Sv .
\]

Rotating the axes on an atom mixes the \(m\) values within each j shell by a unitary matrix \(U\). As \(E\) is constant in a shell, \(U^\dagger EU=E\); with \(S\to U^\dagger SU\) the formula then gives \(H\to U^\dagger HU\), and the levels do not change. A transformation that mixes p1/2 with p3/2 makes \(E\) nondiagonal, and the rule with diagonal energies alone would no longer be equivalent.

Time reversal supplies the further structure. Let \(T\) act as \(T(a\alpha+b\beta)=-b^*\alpha+a^*\beta\). It is antiunitary, \(\langle T\phi|T\psi\rangle=\langle\phi|\psi\rangle^*\), and \(T^2=-1\). Using \(Y_{l\mu}^*=(-1)^\mu Y_{l,-\mu}\),

\[
T\Omega_{ljm}=(-1)^{m-1/2}\left[C_-Y_{l,-m-1/2}\,\alpha+C_+Y_{l,-m+1/2}\,\beta\right].
\]

From the explicit coefficients, \(C_\pm(-m)=C_\mp(m)\) for \(j=l+1/2\) and \(C_\pm(-m)=-C_\mp(m)\) for \(j=l-1/2\). The bracket is therefore \((-1)^{l+1/2-j}\,\Omega_{lj,-m}\), and

\[
T|ljm\rangle=(-1)^{l-j+m}|lj,-m\rangle .
\]

The basis thus consists of \(N\) Kramers pairs \((\phi_i,T\phi_i)\), both members having the same energy and radial function. Define \(A_{ij}=\langle\phi_i|\phi_j\rangle\) and \(B_{ij}=\langle\phi_i|T\phi_j\rangle\). Antiunitarity gives \(\langle T\phi_i|T\phi_j\rangle=A_{ij}^*\) and \(\langle T\phi_i|\phi_j\rangle=\langle T^2\phi_i|T\phi_j\rangle^*=-B_{ij}^*\), so that

\[
S=\begin{pmatrix}A&B\\-B^*&A^*\end{pmatrix},\qquad A^\dagger=A,\quad B^T=-B .
\]

The last relation follows from \(S^\dagger=S\), which requires \(B^\dagger=-B^*\). Now introduce

\[
e_1=i\sigma_z,\quad e_2=i\sigma_y,\quad e_3=i\sigma_x,\qquad e_1e_2=e_3,\quad e_a^2=-1 .
\]

The \(2\times2\) block joining pair \(i\) to pair \(j\) is

\[
\begin{pmatrix}A_{ij}&B_{ij}\\-B_{ij}^*&A_{ij}^*\end{pmatrix}
=\mathrm{Re}A_{ij}+e_1\,\mathrm{Im}A_{ij}+e_2\,\mathrm{Re}B_{ij}+e_3\,\mathrm{Im}B_{ij},
\]

a quaternion with four real coefficients. Thus \(S\) is an \(N\times N\) Hermitian quaternion matrix. In the same language \(E\) is real and diagonal, and quaternion matrices are closed under sums and products, so \(H\) has the same form.

For arbitrary bond directions it is convenient to start from the Cartesian orbitals \(p_x,p_y,p_z\). If \(\phi=\sum_ap_a(u_a\alpha+v_a\beta)\), the coefficients of \(\phi\) and \(T\phi\) on \(p_a\) form the columns of a \(2\times2\) matrix:

\[
\begin{pmatrix}u_a&-v_a^*\\v_a&u_a^*\end{pmatrix}
=\mathrm{Re}\,u_a+e_1\mathrm{Im}\,u_a-e_2\mathrm{Re}\,v_a+e_3\mathrm{Im}\,v_a .
\]

With \(p_{+1}=-(p_x+ip_y)/\sqrt2\), the opening spinor has \(v_x=-1/\sqrt3\), \(v_y=-i/\sqrt3\), \(u_z=-1/\sqrt3\), giving the column \((e_2,-e_3,-1)/\sqrt3\). Multiplying the spinor by the phase \(-i\) multiplies the column from the right by \(-e_1\). The same reading of \(p_{+1}\alpha\) and \(\sqrt{2/3}\,p_0\alpha+\sqrt{1/3}\,p_{+1}\beta\) gives the two p3/2 columns:

\[
U_{1/2}=\frac1{\sqrt3}\begin{pmatrix}e_3\\e_2\\e_1\end{pmatrix},\qquad
U_{3/2}=\begin{pmatrix}-1/\sqrt2&e_2/\sqrt6\\-e_1/\sqrt2&-e_3/\sqrt6\\0&2/\sqrt6\end{pmatrix}.
\]

Let \(\mathbf n\) be the unit vector from A to B. The real orbital overlaps are \(P_{ab}=S_\sigma n_an_b+S_\pi(\delta_{ab}-n_an_b)\), evaluated for the exponents \(\zeta_j,\zeta_{j'}\), and

\[
S_{jj'}=U_j^\dagger\,P(\zeta_j,\zeta_{j'})\,U_{j'} .
\]

For p1/2 with p1/2, write the entries of \(U_{1/2}\) as \(q_a/\sqrt3\). Because \(P\) is symmetric and \(\bar q_aq_b+\bar q_bq_a=2\delta_{ab}\), the block is \(\frac13\sum_aP_{aa}=(S_\sigma+2S_\pi)/3\). It is a real scalar, independent of the bond direction. The s–p1/2 block, by contrast, is the imaginary quaternion \(S_{sp}(n_xe_3+n_ye_2+n_ze_1)/\sqrt3\), which carries the direction of the bond. These closed blocks, and those with p3/2, were tested against three-dimensional integration of the spinors for an oblique bond.

If \(S\) is positive definite, the problem can be brought to ordinary form with \(M=S^{-1/2}HS^{-1/2}\). Quaternion structure means that a matrix commutes with \(T\). The operator \(TS^{-1/2}T^{-1}\) is positive and its square is \(S^{-1}\); a positive root is unique, so \(S^{-1/2}\) also commutes with \(T\), and so does \(M\). If \(Mv=\varepsilon v\) with real \(\varepsilon\), then \(Tv\) has the same eigenvalue. Moreover \(\langle v|Tv\rangle=\langle Tv|T^2v\rangle^*=-\langle Tv|v\rangle^*=-\langle v|Tv\rangle\), hence zero. The levels are Kramers doublets.

The doubling can be removed before diagonalization. Start from a quaternion column \(x_1\) with \(\bar x_1x_1=1\), the bar denoting the adjoint. The number \(\alpha_k=\bar x_kMx_k\) equals its own quaternion conjugate and is therefore real. Remove from \(Mx_k\) its components along \(x_1,\dots,x_k\) and call the remainder \(w\). Then \(\bar ww=\beta_k^2\) is real as well, and \(x_{k+1}=w/\beta_k\). For \(i<k-1\), \(Mx_i\) lies in the span of \(x_1,\dots,x_{i+1}\), so \(\bar x_iMx_k\) is zero by Hermiticity. This leaves

\[
Mx_k=x_{k-1}\beta_{k-1}+x_k\alpha_k+x_{k+1}\beta_k ,
\]

a real \(N\times N\) tridiagonal matrix that gives each doublet once. If some \(\beta_k\) vanishes, the chain is restarted with a pair orthogonal to the earlier ones.

Spatial symmetry can simplify the matrix from the outset. Reflection in the plane \(z=0\) is inversion followed by a half turn, and multiplies \(|ljm\rangle\) on an atom in the plane by \((-1)^le^{-i\pi m}=\pm i\). Since \(T\) conjugates this factor, the members of a pair have opposite mirror eigenvalues. For a planar molecule, choosing every \(\phi_i\) with the same eigenvalue makes \(B=0\) and leaves a complex \(N\times N\) matrix. In a linear molecule one takes all \(\phi_i\) with \(m>0\) and the original phases; \(B\) again vanishes, and \(A\) is real.

Two limits connect the scheme with simpler ones. Suppose first that both j shells of a given \(l\) share one radial function. The eigenvalues of \(\mathbf l\cdot\mathbf s\) are \(l/2\) and \(-(l+1)/2\), so the atomic energies are those of \(\bar\varepsilon+\xi\,\mathbf l\cdot\mathbf s\) with

\[
\xi=\frac{2(\varepsilon_+-\varepsilon_-)}{2l+1},\qquad
\bar\varepsilon=\frac{(l+1)\varepsilon_++l\varepsilon_-}{2l+1},
\]

where \(\pm\) stands for \(j=l\pm1/2\). The spinors are then a unitary transform of orbitals times spin, and the scheme is extended Hückel theory with this matrix in place of the diagonal \(E\). If also \(\varepsilon_+=\varepsilon_-\), spin separates and ordinary extended Hückel theory returns. With different radial functions no choice of \(\xi\) suffices in general, because \(\xi\) alters \(E\) while the radial difference alters \(S\).

Thallium shows the size of these effects. The atom was computed with the Dirac–Slater method: full Slater exchange, a potential not allowed to rise above \(-1/r\), a point nucleus, and the 6p electron spread evenly over the p shell. This is a mean-field model without correlation. The 6s, 6p1/2 and 6p3/2 energies are −12.39, −5.46 and −4.30 eV, and the mean radii are 2.376, 3.308 and 4.034 bohr. Thus \(\zeta_{p1/2}=13/(2\times3.308)=1.965\) per bohr, whereas p3/2 has 1.611. The 6p splitting of 1.166 eV corresponds to \(\xi=2\times1.166/3=0.777\) eV. The last digits are not converged: a fully converged solution gives a splitting of 1.168 eV, \(\xi=0.779\) eV, a 6p3/2 energy of −4.294 eV and a 6p3/2 radius of 4.035 bohr, which moves the Tl2 levels below by about 0.001 eV. The exchange model matters far more: with two thirds of the Slater exchange the splitting falls to 0.69 eV, while the measured value is about 0.97 eV.

Repeating the atom with the speed of light multiplied by ten gives radii of 2.706 bohr for 6s and about 3.83 bohr for both p shells. Relative to these values, relativity contracts 6s by 12% and 6p1/2 by 14%, while 6p3/2 expands by 5%. These are total changes, including the response of the core. The small component holds at most \(10^{-4}\) of a valence shell's norm, which supports dropping it from the overlaps; its effect on the atomic energies is already contained in \(\varepsilon_{lj}\).

For Tl2 take a chosen distance of 6 bohr (3.175 Å) and \(K=1.75\). For the p1/2 pair \(S_\sigma=-0.4138\) and \(S_\pi=0.1382\), so

\[
S_{11}=\frac{-0.4138+2\times0.1382}{3}=-0.0458 .
\]

This is the cancellation of the opening case: the σ part is −0.138 and the π part +0.092, so two thirds of the σ part is cancelled. The smallness of \(S_{11}\) is robust, but its sign is not. The large components of the Dirac–Slater atom itself, with their longer tails, give \(S_\sigma=-0.31\), \(S_\pi=0.21\) and \(S_{11}=+0.035\) at this distance. The p1/2–p3/2 overlap is much larger, \(S_{13}=\sqrt2\,(0.1949+0.4299)/3=0.2945\), and for p3/2 with itself at \(m=1/2\), \(S_{33}=-0.2059\).

The six valence electrons fill three doublets: two mainly of 6s character, at −12.99 and −11.90 eV, and a 1/2u level at −5.68 eV with a p1/2 Mulliken share of 0.76. The lowest empty doublet, 1/2g, lies only 0.15 eV higher. This near-degeneracy belongs to the chosen distance and basis. At 6.5 bohr the two levels have changed places, and with the overlaps of the atom's own orbitals at 6 bohr the lowest empty doublet is 3/2u, 0.77 eV above the filled 1/2u level. The analysis that follows therefore illustrates the mechanics of the model, not the level order of real Tl2. In the Slater basis the order at 6 bohr is not what p1/2 alone would give. Inversion turns \(p_A\) into \(-p_B\), so \(A-B\) is g, and with negative \(S_{11}\) it is the bonding combination.

The reversal can be traced by leaving out 6s. With \(\tau=+1\) for u and \(\tau=-1\) for g, the p functions at \(m=1/2\) give

\[
S_\tau=\begin{pmatrix}1+\tau S_{11}&\tau S_{13}\\\tau S_{13}&1+\tau S_{33}\end{pmatrix},\quad
H_\tau=\begin{pmatrix}\varepsilon_1(1+\tau KS_{11})&\tau\frac K2(\varepsilon_1+\varepsilon_3)S_{13}\\\cdot&\varepsilon_3(1+\tau KS_{33})\end{pmatrix},
\]

where the dot repeats the symmetric element, and the indices 1 and 3 mean p1/2 and p3/2. For u the diagonal elements of \(H_\tau\) are −5.02 and −2.75 eV and the coupling is −2.52 eV; for g they are −5.90, −5.85 and +2.52 eV. The lower roots of \(\det(H_\tau-\varepsilon S_\tau)=0\) are −5.68 eV for u and −6.02 eV for g. Without 6s, then, g lies lower. Restoring 6s leaves u almost unmoved but raises g to −5.53 eV.

The reason is visible in the coupling to 6s, \([\frac K2(\varepsilon_s+\varepsilon_j)-\varepsilon]S_{sj}c_j\), with \(S_{sj}=0.1363\) for p1/2 and −0.2793 for p3/2. Scaled to \(c_1=1\), the lower roots have \(c_3=0.48\) for u and −0.53 for g. The p1/2 and p3/2 contributions are about −1.35 and +1.18 eV for u, which nearly cancel, but −1.31 and −1.26 eV for g, which add. The deeper 6s level therefore repels the g level strongly.

The sum of occupied orbital energies, relative to two atoms with their p electron in 6p1/2, is

\[
2(-12.987-11.895-5.683)-2\,[2(-12.39)-5.46]\approx-0.66\ \text{eV}.
\]

The last digit is that of the unrounded atomic energies. Keeping the split energies but giving both p shells the averaged radius changes the sum to −0.93 eV. Averaging the energies as well gives −1.52 eV, now relative to atoms with the averaged p energy. In that case the third and fourth doublets coincide at −5.32 eV, the degenerate \(\pi_u\) level of spin-free theory. At this distance and this \(K\), splitting the p energies and the p radii together thus removes 57% of the stabilization: about 0.60 eV when the energies are split, and a further 0.27 eV when the radii are then separated. This division depends on the order of the two steps. If the energies are kept averaged, separating the radii increases the stabilization instead, to −1.72 eV. The total fraction removed is also sensitive to the parameters: 94% for \(K=1.5\), 37% for \(K=2.0\), and 49% at 5.5 bohr with \(K=1.75\).

These sums are not bond energies. They contain no explicit nuclear repulsion, no correction for electron repulsion counted twice, and no correlation, and they depend on \(K\). The highest 1/2u level, at +1.65 eV, is an antibonding level of a small basis and should not be read as an excitation energy. The scheme also fails when \(S\) approaches singularity at short distances. When charge moves appreciably between unlike atoms, fixed \(\varepsilon_{lj}\) and \(\zeta_{lj}\) are no longer justified. The numerical output also gives a four-atom cluster without symmetry, in which the separate p radii shift levels by up to 0.30 eV.

## Computed results

```
Solver: largest relative error, Z=81 one-electron ion: 2.4e-05
Tl atom, Dirac-Slater; last two columns: speed of light x10
6s1/2: energy -12.39 eV, <r> 2.376 bohr, zeta 2.736 /bohr | -9.98 eV, 2.706 bohr
6p1/2: energy -5.46 eV, <r> 3.308 bohr, zeta 1.965 /bohr | -4.64 eV, 3.830 bohr
6p3/2: energy -4.30 eV, <r> 4.034 bohr, zeta 1.611 /bohr | -4.63 eV, 3.835 bohr
Largest small-component weight in the valence shells: 9.5e-05
6p splitting: 1.166 eV; xi = 0.777 eV
j-averaged 6p: energy -4.68 eV, <r> 3.792 bohr, zeta 1.714 /bohr
Tl2: distance 6.0 bohr = 3.175 angstrom, K = 1.75
p overlaps, radial pair 1/2,1/2: S_sigma -0.4138, S_pi 0.1382
p overlaps, radial pair 1/2,3/2: S_sigma -0.4299, S_pi 0.1949
p overlaps, radial pair 3/2,3/2: S_sigma -0.4414, S_pi 0.2652
Overlap 6s-6s: 0.0653
Overlap s-p1/2, m=1/2: 0.1363; s-p3/2: -0.2793
Overlap p1/2-p1/2, m=1/2: -0.0458
Overlap p1/2-p3/2, m=1/2: 0.2945
Overlap p3/2-p3/2, m=1/2: -0.2059; m=3/2: 0.2652
Tl2 doublets, full scheme (lowest three are filled):
  1/2g: -12.987 eV, p1/2 Mulliken share 0.007
  1/2u: -11.895 eV, p1/2 Mulliken share 0.019
  1/2u: -5.683 eV, p1/2 Mulliken share 0.758
  1/2g: -5.530 eV, p1/2 Mulliken share 0.867
  3/2u: -4.972 eV, p1/2 Mulliken share 0.000
  1/2g: -3.664 eV, p1/2 Mulliken share 0.126
  3/2g: -3.133 eV, p1/2 Mulliken share 0.000
  1/2u: 1.649 eV, p1/2 Mulliken share 0.224
Comparison: third level, fourth level, orbital-energy sum minus atoms
  full scheme: 1/2u -5.683 eV, 1/2g -5.530 eV, -0.657 eV
  split energies, common p radius: 1/2u -5.793 eV, 1/2g -5.276 eV, -0.927 eV
  j-averaged: 3/2u -5.324 eV, 1/2u -5.324 eV, -1.523 eV
  speed of light x10, j-averaged: 3/2u -5.282 eV, 1/2u -5.282 eV, -1.772 eV
Tl4 without symmetry: 32 spinors, 16 doublets
  largest |B| element in the mirror-adapted order: 1.538 eV
  largest level shift from separate p radii: 0.299 eV
  quaternion overlap minus quadrature, largest: 1.2e-16
  Kramers chain minus full diagonalization: 1.5e-14 eV
  level change on rotating the cluster: 1.1e-14 eV
```
